# Ambient temperature and threshold voltage in thermal switching: the envelope theorem: a program that tests the result

```python
"""
Result under test: a device with activated ohmic conductance and linear cooling,
    V^2 / R(T) = K (T - T0),   R(T) = R_ref exp[Ea/k (1/T - 1/T_ref)],
has a threshold voltage V_th (local maximum of V over T, at T = T_th) that obeys
    d ln V_th / d T0 = -1 / [2 (T_th - T0)].
T: device temperature, T0: ambient temperature, K: cooling coefficient,
Ea: activation energy, k: Boltzmann constant.
The left side is found by numerical maximisation and finite differences.
Example: regime of a manganite bead thermistor, rough round values, SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

k_eV = const.k / const.e
Ea = 0.3              # eV
R_ref = 1.0e4         # ohm at T_ref
T_ref = 300.0         # K
K = 1.0e-3            # W/K
T0 = 300.0            # K
R_series = 150.0      # ohm
B = Ea / k_eV         # K
ceiling = B / 2       # K, fixed upper end of the search window


def resistance(T):
    return R_ref * np.exp(B * (1 / T - 1 / T_ref))


def log_v(T, Ta):
    return 0.5 * np.log(K * (T - Ta) * resistance(T))


def log_v_supply(T, Ta):
    return log_v(T, Ta) + np.log(1 + R_series / resistance(T))


def extremum(func, Ta, low, high, sign=1):
    """Maximum (sign=1) or minimum (sign=-1) over T: position and value."""
    res = minimize_scalar(lambda T: -sign * func(T, Ta), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-8})
    assert low + 1e-2 < res.x < high - 1e-2
    return res.x, -sign * res.fun


def peak(func, Ta, high):
    return extremum(func, Ta, Ta + 1e-3, high)


def slope(log_threshold, h=0.05):
    return (log_threshold(T0 + h) - log_threshold(T0 - h)) / (2 * h)


# Threshold from the definition, and the main result at several activation energies
T_th, lnV = peak(log_v, T0, ceiling)
V_th = np.exp(lnV)
T_root = ceiling * (1 - np.sqrt(1 - 4 * T0 / B))
assert abs(T_th - T_root) < 1e-3
slope_num = slope(lambda Ta: peak(log_v, Ta, ceiling)[1])
slope_env = -1 / (2 * (T_th - T0))
assert abs(slope_num / slope_env - 1) < 1e-5
assert abs(slope_num / (-B / (2 * T_th**2)) - 1) < 1e-5
for Ea_test in (0.15, 0.6):
    b = Ea_test / k_eV

    def log_v_test(T, Ta):
        return 0.5 * np.log(T - Ta) + 0.5 * b / T
    T_test = peak(log_v_test, T0, b / 2)[0]
    s_test = slope(lambda Ta: peak(log_v_test, Ta, b / 2)[1])
    assert abs(s_test * -2 * (T_test - T0) - 1) < 1e-5

# Existence: a falling part of V(T) appears only for Ea > 4 k T0
grid = np.arange(T0 + 1, 2000.0, 0.5)
falls = []
for factor in (0.98, 1.02):
    curve = 0.5 * np.log(grid - T0) + 0.5 * factor * 4 * T0 / grid
    falls.append(bool(np.any(np.diff(curve) < 0)))
assert falls == [False, True]

# The turnover temperature moves, but its motion matters only at second order
T_up = peak(log_v, T0 + 0.5, ceiling)[0]
T_down = peak(log_v, T0 - 0.5, ceiling)[0]
motion = T_up - T_down
assert motion > 1


def gap(d):
    return peak(log_v, T0 + d, ceiling)[1] - log_v(T_th, T0 + d)


assert abs(gap(0.1) / gap(0.05) - 4) < 0.03
V_true = np.exp(peak(log_v, T0 + 1, ceiling)[1])
V_frozen = np.exp(log_v(T_th, T0 + 1))

# Finite-step bounds that follow from using each optimum as a trial for the other
bounds = []
for d in (10.0, -10.0):
    T_new, ln_new = peak(log_v, T0 + d, ceiling)
    low = 0.5 * np.log((T_th - T0 - d) / (T_th - T0))
    high = 0.5 * np.log((T_new - T0 - d) / (T_new - T0))
    assert low < ln_new - lnV < high
    bounds.append((d, low, ln_new - lnV, high, T_new))

# Series resistor: upper turnover (threshold) and lower turnover (hold)
T_s, ln_s = peak(log_v_supply, T0, 380.0)
T_h, ln_h = extremum(log_v_supply, T0, 380.0, 500.0, -1)
V_s, V_h = np.exp(ln_s), np.exp(ln_h)
slope_s = slope(lambda Ta: peak(log_v_supply, Ta, 380.0)[1])
slope_h = slope(lambda Ta: extremum(log_v_supply, Ta, 380.0, 500.0, -1)[1])
assert abs(slope_s * -2 * (T_s - T0) - 1) < 1e-5
assert abs(slope_h * -2 * (T_h - T0) - 1) < 1e-5


# Heating in time (unit: thermal time constant C/K) decides what a threshold is
def final_temperature(voltage, r_load):
    def rate(t, y):
        r = resistance(y[0])
        return [voltage**2 * r / (r + r_load)**2 / K - (y[0] - T0)]

    def too_hot(t, y):
        return y[0] - 600.0
    too_hot.terminal = True
    sol = solve_ivp(rate, (0, 300), [T0], method="LSODA", events=too_hot,
                    rtol=1e-8, atol=1e-8)
    assert sol.success
    return sol.y[0, -1], sol.t[-1]


T_below, _ = final_temperature(0.99 * V_th, 0.0)
T_above, t_run = final_temperature(1.01 * V_th, 0.0)
assert T_below < T_th and T_above > 599
T_off, _ = final_temperature(0.99 * V_s, R_series)
T_on, _ = final_temperature(1.01 * V_s, R_series)
T_on_root = brentq(lambda T: log_v_supply(T, T0) - np.log(1.01 * V_s), T_h, 600)
assert T_off < T_s and abs(T_on - T_on_root) < 1e-2

# Neglected effects: altered heat loss or altered conductance
rise = T_th - T0
conv_share = 0.2      # rough share of heat lost by natural convection
air_power = 0.8       # rough exponent of air conductivity against temperature
emissivity = 0.9
area = np.pi * (2e-3)**2                       # m^2, coated bead of 2 mm diameter
rad = emissivity * const.sigma * area
K_rad = rad * (T_th**4 - T0**4) / rise


def loss_linear(T, Ta):
    return K * (T - Ta)


def loss_convection(T, Ta):
    return K * (T - Ta) * (1 - conv_share + conv_share * ((T - Ta) / rise)**0.25)


def loss_air(T, Ta):
    return K * (T - Ta) * ((T + Ta) / (T_th + T0))**air_power


def loss_radiation(T, Ta):
    return (K - K_rad) * (T - Ta) + rad * (T**4 - Ta**4)


cases = [("convection", loss_convection, 0), ("air conductivity", loss_air, 0),
         ("radiation", loss_radiation, 0), ("1/T prefactor", loss_linear, 1)]
table = []
for name, loss, power in cases:
    def log_v_case(T, Ta):
        return 0.5 * np.log(loss(T, Ta) * resistance(T) * (T / T_ref)**power)
    T_c = peak(log_v_case, T0, 600.0)[0]
    s_c = slope(lambda Ta: peak(log_v_case, Ta, 600.0)[1])
    partial = 0.5 * slope(lambda Ta: np.log(loss(T_c, Ta)))
    assert abs(s_c / partial - 1) < 1e-5
    formula_error = -1 / (2 * (T_c - T0)) / s_c - 1
    table.append((name, T_c, 100 * (s_c / slope_num - 1), 100 * formula_error))
assert abs(table[-1][3]) < 1e-3

# Field-assisted hopping and temperature difference inside the ceramic
length = 1e-3         # m, electrode distance and ceramic diameter
hop = 0.3e-9          # m, rough hopping distance
kappa = 3.0           # W/(m K), rough ceramic thermal conductivity
field = V_th / length
x = field * hop / (2 * k_eV * T_th)
field_gain = x**2 / 6                          # leading term of sinh(x)/x - 1
power_th = K * rise
inner_drop = power_th / (8 * np.pi * kappa * length / 2)

print(f"Activation energy {Ea:.2f} eV; Ea/k = {B:.1f} K; 4kT0 = {4*k_eV*T0:.4f} eV")
print(f"Resistance at {T_ref:.0f} K: {R_ref/1e3:.1f} kohm")
print(f"Cooling coefficient {K*1e3:.1f} mW/K; ambient T0 = {T0:.0f} K")
print(f"Window ceiling Ea/2k = {ceiling:.1f} K")
print(f"T_th = {T_th:.2f} K; rise T_th - T0 = {rise:.2f} K")
print(f"Resistance at T_th = {resistance(T_th)/1e3:.3f} kohm")
print(f"Power at threshold = {power_th*1e3:.2f} mW")
print(f"Current at threshold = {power_th/V_th*1e3:.3f} mA")
print(f"V_th = {V_th:.4f} V")
print(f"Slope by finite differences = {100*slope_num:.5f} %/K")
print(f"Slope by envelope formula   = {100*slope_env:.5f} %/K")
print(f"Slope in volts = {1e3*V_th*slope_num:.2f} mV/K")
print(f"Cold estimate -Ea/(2kT0^2) = {-100*B/(2*T0**2):.4f} %/K")
print(f"Motion of T_th per kelvin of ambient = {motion:.4f} K/K")
print(f"T0 + 1 K, T re-optimised: V change = {1e3*(V_true-V_th):.2f} mV")
print(f"T0 + 1 K, T frozen:       V change = {1e3*(V_frozen-V_th):.2f} mV")
print(f"Gap ratio for steps 0.1 K and 0.05 K = {gap(0.1)/gap(0.05):.3f}")
for d, low, mid, high, T_new in bounds:
    print(f"Ambient step {d:+.0f} K: new T_th = {T_new:.2f} K; ln V change:")
    print(f"  lower bound {low:.4f}, actual {mid:.4f}, upper bound {high:.4f}")
print(f"0.99 V_th, no resistor: settles at {T_below:.2f} K")
print(f"1.01 V_th, no resistor: passes 600 K after {t_run:.1f} time constants")
print(f"Series resistor {R_series:.0f} ohm:")
print(f"  threshold {V_s:.3f} V at {T_s:.2f} K, slope {100*slope_s:.4f} %/K")
print(f"  hold      {V_h:.3f} V at {T_h:.2f} K, slope {100*slope_h:.4f} %/K")
print(f"  0.99 of threshold: {T_off:.2f} K; 1.01 of threshold: {T_on:.1f} K")
print(f"Assumed convective share {conv_share:.1f}, air exponent {air_power:.1f}")
print(f"Assumed emissivity {emissivity:.1f}, bead area {area*1e6:.1f} mm^2")
print("Neglected effect: T_th (K), slope change (%), formula error at own T_th (%)")
for name, T_c, change, err in table:
    print(f"  {name}: {T_c:.2f}, {change:+.2f}, {err + 0.0:+.2f}")
print(f"Electrode distance {length*1e3:.1f} mm; field = {field/1e8:.2e} MV/cm")
print(f"Hop length {hop*1e9:.1f} nm; field gain of conductance = {field_gain:.1e}")
print(f"Ceramic conductivity {kappa:.1f} W/(m K); centre-to-surface "
      f"drop = {inner_drop:.2f} K")
print("OK")
```

Output:

```
Activation energy 0.30 eV; Ea/k = 3481.4 K; 4kT0 = 0.1034 eV
Resistance at 300 K: 10.0 kohm
Cooling coefficient 1.0 mW/K; ambient T0 = 300 K
Window ceiling Ea/2k = 1740.7 K
T_th = 331.58 K; rise T_th - T0 = 31.58 K
Resistance at T_th = 3.311 kohm
Power at threshold = 31.58 mW
Current at threshold = 3.088 mA
V_th = 10.2261 V
Slope by finite differences = -1.58321 %/K
Slope by envelope formula   = -1.58321 %/K
Slope in volts = -161.90 mV/K
Cold estimate -Ea/(2kT0^2) = -1.9341 %/K
Motion of T_th per kelvin of ambient = 1.2353 K/K
T0 + 1 K, T re-optimised: V change = -160.03 mV
T0 + 1 K, T frozen:       V change = -163.20 mV
Gap ratio for steps 0.1 K and 0.05 K = 4.003
Ambient step +10 K: new T_th = 343.99 K; ln V change:
  lower bound -0.1904, actual -0.1526, upper bound -0.1290
Ambient step -10 K: new T_th = 319.28 K; ln V change:
  lower bound 0.1375, actual 0.1644, upper bound 0.2089
0.99 V_th, no resistor: settles at 325.14 K
1.01 V_th, no resistor: passes 600 K after 31.5 time constants
Series resistor 150 ohm:
  threshold 10.720 V at 335.98 K, slope -1.3896 %/K
  hold      9.328 V at 418.96 K, slope -0.4203 %/K
  0.99 of threshold: 328.12 K; 1.01 of threshold: 490.7 K
Assumed convective share 0.2, air exponent 0.8
Assumed emissivity 0.9, bead area 12.6 mm^2
Neglected effect: T_th (K), slope change (%), formula error at own T_th (%)
  convection: 333.58, -1.20, -4.82
  air conductivity: 333.24, -8.97, +4.38
  radiation: 332.08, -2.73, +1.21
  1/T prefactor: 335.86, -11.94, -0.00
Electrode distance 1.0 mm; field = 1.02e-04 MV/cm
Hop length 0.3 nm; field gain of conductance = 4.8e-10
Ceramic conductivity 3.0 W/(m K); centre-to-surface drop = 0.84 K
OK
```
